# Isotope exponent of a phonon superconductor with retarded Coulomb repulsion: a numerical check

```python
# Result under test: for kTc = C*wD*exp(-1/(lam - mustar)) with
# mustar = mu/(1 + mu*ln(W/wD)), the isotope exponent -dlnTc/dlnM is
# alpha = (1/2)*(1 - (mustar/(lam - mustar))**2), zero at mustar = lam/2.
# lam: phonon attraction, mu: bare Coulomb repulsion (both dimensionless),
# wD: phonon cut-off, W: electronic cut-off, M: ionic mass, C = 2*exp(gamma)/pi.
# Independent road: Tc from diagonalising the linearised gap equation with the
# bare two-square-well kernel, then finite differences in ln M.
# Hartree atomic units; temperatures are energies kT unless marked K.
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

KELVIN = physical_constants["hartree-kelvin relationship"][0]
C = 2 * np.exp(np.euler_gamma) / np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(6)


def gap_equation_tc(lam, mu, w_phonon, w_electron):
    """kT at which the largest eigenvalue of the gap kernel equals one."""
    inner = np.concatenate(([0.0], w_phonon * 2.0 ** np.arange(-32, 1)))
    outer = np.geomspace(w_phonon, w_electron, 10)
    edges = np.concatenate((inner, outer[1:]))
    half = np.diff(edges) / 2
    middle = (edges[1:] + edges[:-1]) / 2
    xi = (middle[:, None] + half[:, None] * NODES).ravel()
    weight = (half[:, None] * WEIGHTS).ravel()
    inside = (xi < w_phonon).astype(float)
    interaction = lam * np.outer(inside, inside) - mu
    last = len(xi) - 1

    def excess(log_ratio):
        kt = w_phonon * np.exp(log_ratio)
        root = np.sqrt(weight * np.tanh(xi / (2 * kt)) / xi)
        kernel = root[:, None] * interaction * root[None, :]
        top = eigh(kernel, eigvals_only=True, subset_by_index=[last, last])
        return top[0] - 1

    return w_phonon * np.exp(brentq(excess, -20, 0, xtol=1e-11))


def mu_star(mu, w_phonon, w_electron):
    return mu / (1 + mu * np.log(w_electron / w_phonon))


def formula_tc(lam, mu, w_phonon, w_electron):
    return C * w_phonon * np.exp(-1 / (lam - mu_star(mu, w_phonon, w_electron)))


def formula_alpha(lam, mu, w_phonon, w_electron):
    ms = mu_star(mu, w_phonon, w_electron)
    return 0.5 * (1 - (ms / (lam - ms)) ** 2)


def numerical_alpha(lam, mu, spring, mass, w_electron, step=0.01):
    tc_heavy = gap_equation_tc(lam, mu, np.sqrt(spring / (mass * np.exp(step))),
                               w_electron)
    tc_light = gap_equation_tc(lam, mu, np.sqrt(spring / (mass * np.exp(-step))),
                               w_electron)
    return -np.log(tc_heavy / tc_light) / (2 * step)


# Ring of equal atoms: frequencies and coupling from explicit normal modes.
size = 8
shift = np.roll(np.eye(size), 1, axis=0)
force_matrix = 0.10 * np.eye(size) + 0.05 * (2 * np.eye(size) - shift - shift.T)
coupling_vector = 0.1 * np.cos(np.arange(size) ** 2)
density_of_states = 1.0


def ring_modes(mass):
    squares, modes = np.linalg.eigh(force_matrix / mass)
    freq = np.sqrt(squares)
    g = (modes.T @ coupling_vector) / np.sqrt(2 * mass * freq)
    return freq, 2 * density_of_states * np.sum(g ** 2 / freq)


M = 1.0e5
spring = 0.1
W = 0.3
mu = 0.5
wD = np.sqrt(spring / M)
ms = mu_star(mu, wD, W)

freq_1, lam_1 = ring_modes(M)
freq_2, lam_2 = ring_modes(2 * M)
lam_static = density_of_states * coupling_vector @ np.linalg.solve(
    force_matrix, coupling_vector)
assert np.allclose(freq_2 / freq_1, 2 ** -0.5, rtol=1e-10)
assert abs(lam_1 / lam_static - 1) < 1e-10
assert abs(lam_2 / lam_static - 1) < 1e-10
print(f"ring: lambda at mass M = {lam_1:.6f}, at 2M = {lam_2:.6f}")
print(f"ring: lambda from static force constants = {lam_static:.6f}")
print(f"ring: lowest frequency ratio (2M)/(M) = {freq_2[0] / freq_1[0]:.6f}")

print(f"ionic mass M = {M:.0f} electron masses")
print(f"force constant = {spring:.3f} hartree/bohr^2")
print(f"phonon cut-off wD = {wD:.6f} hartree")
print(f"electronic cut-off W = {W:.3f} hartree")
print(f"bare repulsion mu = {mu:.3f}")
print(f"ln(W/wD) = {np.log(W / wD):.5f}")
print(f"mustar = {ms:.5f}")
print(f"prefactor C = {C:.5f}")
print(f"critical lambda = 2 mustar = {2 * ms:.5f}")

# Exponent and Tc on both sides of the zero.
for lam in (0.2, 2 * ms, 0.3, 0.4, 0.5):
    tc_num = gap_equation_tc(lam, mu, wD, W)
    tc_for = formula_tc(lam, mu, wD, W)
    a_num = numerical_alpha(lam, mu, spring, M, W)
    a_for = formula_alpha(lam, mu, wD, W)
    # neglected thermal tails are of order exp(-wD/kTc), below 1e-5 here
    assert abs(tc_num / tc_for - 1) < 1e-4
    assert abs(a_num - a_for) < 1e-4
    print(f"lambda = {lam:.5f}: kTc formula = {tc_for:.5e} hartree")
    print(f"   Tc formula = {tc_for * KELVIN:.5g} K, "
          f"gap equation = {tc_num * KELVIN:.5g} K")
    print(f"   alpha formula = {a_for:.5f}, gap equation = {a_num:.5f}")

# Finite mass change for the main example.
lam = 0.4
tc_start = gap_equation_tc(lam, mu, wD, W)
tc_heavy = gap_equation_tc(lam, mu, np.sqrt(spring / (1.05 * M)), W)
change = (tc_heavy - tc_start) * KELVIN
estimate = tc_start * KELVIN * (1.05 ** -formula_alpha(lam, mu, wD, W) - 1)
assert abs(change / estimate - 1) < 0.01  # alpha itself drifts slightly with M
print(f"lambda = 0.4, mass +5 percent: Tc change = {change:.5f} K")
print(f"   estimate from constant alpha = {estimate:.5f} K")

# The zero of alpha is the maximum of Tc against the phonon cut-off.
search = minimize_scalar(
    lambda x: -np.log(gap_equation_tc(lam, mu, np.exp(x), W)),
    bounds=(np.log(0.002), np.log(0.1)), method="bounded",
    options={"xatol": 1e-5})
w_best = np.exp(search.x)
tc_best = np.exp(-search.fun)
w_formula = W * np.exp(1 / mu - 2 / lam)
tc_formula = C * W * np.exp(1 / mu - 4 / lam)
assert abs(w_best / w_formula - 1) < 1e-3
assert abs(tc_best / tc_formula - 1) < 1e-4
print(f"lambda = 0.4: optimum wD formula = {w_formula:.6f} hartree")
print(f"   optimum wD from gap equation = {w_best:.6f} hartree")
print(f"   mustar at optimum = {mu_star(mu, w_best, W):.5f}")
print(f"   maximum kTc formula = {tc_formula:.5e} hartree")
print(f"   maximum kTc gap equation = {tc_best:.5e} hartree")

# Weak bare repulsion, mu < lam/2: alpha stays positive up to wD near W.
mu_weak = 0.15
print(f"weak repulsion mu = {mu_weak:.2f}, lambda = {lam:.2f}:")
for fraction in (0.01, 0.1, 0.9):
    w_test = fraction * W
    a_num = numerical_alpha(lam, mu_weak, spring, spring / w_test ** 2, W)
    a_for = formula_alpha(lam, mu_weak, w_test, W)
    assert a_num > 0 and abs(a_num - a_for) < 1e-4
    print(f"   wD/W = {fraction:.2f}: alpha formula = {a_for:.5f}, "
          f"gap equation = {a_num:.5f}")

print("checks complete")
```

It prints:

```
ring: lambda at mass M = 0.276654, at 2M = 0.276654
ring: lambda from static force constants = 0.276654
ring: lowest frequency ratio (2M)/(M) = 0.707107
ionic mass M = 100000 electron masses
force constant = 0.100 hartree/bohr^2
phonon cut-off wD = 0.001000 hartree
electronic cut-off W = 0.300 hartree
bare repulsion mu = 0.500
ln(W/wD) = 5.70378
mustar = 0.12981
prefactor C = 1.13387
critical lambda = 2 mustar = 0.25961
lambda = 0.20000: kTc formula = 7.37004e-10 hartree
   Tc formula = 0.00023273 K, gap equation = 0.00023273 K
   alpha formula = -1.20988, gap equation = -1.20989
lambda = 0.25961: kTc formula = 5.11507e-07 hartree
   Tc formula = 0.16152 K, gap equation = 0.16152 K
   alpha formula = 0.00000, gap equation = -0.00000
lambda = 0.30000: kTc formula = 3.18269e-06 hartree
   Tc formula = 1.005 K, gap equation = 1.005 K
   alpha formula = 0.20915, gap equation = 0.20915
lambda = 0.40000: kTc formula = 2.80038e-05 hartree
   Tc formula = 8.8429 K, gap equation = 8.8429 K
   alpha formula = 0.38460, gap equation = 0.38460
lambda = 0.50000: kTc formula = 7.61039e-05 hartree
   Tc formula = 24.032 K, gap equation = 24.032 K
   alpha formula = 0.43852, gap equation = 0.43852
lambda = 0.4, mass +5 percent: Tc change = -0.16461 K
   estimate from constant alpha = -0.16439 K
lambda = 0.4: optimum wD formula = 0.014936 hartree
   optimum wD from gap equation = 0.014936 hartree
   mustar at optimum = 0.20000
   maximum kTc formula = 1.14111e-04 hartree
   maximum kTc gap equation = 1.14111e-04 hartree
weak repulsion mu = 0.15, lambda = 0.40:
   wD/W = 0.01: alpha formula = 0.45939, gap equation = 0.45939
   wD/W = 0.10: alpha formula = 0.42533, gap equation = 0.42533
   wD/W = 0.90: alpha formula = 0.32877, gap equation = 0.32877
checks complete
```
